\section*{First-Arrival Relaxation of a Dipole by One-Dimensional Diffusing Defects}

\section{Relaxation by the first diffusing defect}

Consider a model polymer chain with one mobile defect per 20 nm, on average, and a defect diffusion constant of $10^{-9}$ cm$^2$/s. A dipole fixed on the chain loses its orientation when a defect first reaches it. The characteristic time is 0.785 ms, yet after one hundredth of that time 9.5 percent of the dipoles have already relaxed. An exponential decay with the same characteristic time would have relaxed about 1 percent. All the dipoles are alike and all the defects have the same diffusion constant, so the excess must come from the random distances at which the defects start.

\subsection{Model and conventions}

The dipole sits at $x=0$ on an infinite line. At $t=0$ point defects form a Poisson set of density $c$, the number of defects per unit length of the whole line. An interval of length $\ell$ thus holds $c\ell$ defects on average, and the interval $(-x,x)$ holds $2cx$. The defects diffuse independently of each other and of the dipole's orientation. The constant $D$ is defined by a displacement variance $2Dt$. Defects are neither created nor lost.

Let $S(t)$ be the probability that no defect has reached the dipole by time $t$. If the first arrival randomizes the orientation completely, a relaxed dipole contributes zero on average to the orientational correlation function, and an unrelaxed one contributes its initial value. The normalized correlation function is then $S(t)$. If a returning defect could restore the old orientation, $S$ would still describe first arrivals but need not be the correlation function. It still is if every passage simply inverts the dipole: after its first arrival a defect is equally likely to be on either side, so the average is again zero.

\subsection{One defect}

Let a defect start at $x_0>0$. Since only its first arrival matters, it is removed at the origin. Its probability density $p(x,t|x_0)$ obeys
\begin{equation}
\partial_t p=D\,\partial_x^2p,\qquad p(0,t|x_0)=0,\qquad p(x,0|x_0)=\delta(x-x_0).
\label{eq:diff}
\end{equation}
A negative image source at $-x_0$ satisfies the boundary condition:
\begin{equation}
p(x,t|x_0)=\frac{e^{-(x-x_0)^2/4Dt}-e^{-(x+x_0)^2/4Dt}}{\sqrt{4\pi Dt}} .
\label{eq:image}
\end{equation}
The probability of no arrival is the integral of $p$ over $x>0$. With $v=(x\mp x_0)/\sqrt{4Dt}$ in the two terms,
\begin{equation}
\int_0^\infty p\,dx=\frac1{\sqrt\pi}\int_{-x_0/\sqrt{4Dt}}^{\,x_0/\sqrt{4Dt}}e^{-v^2}dv
=\operatorname{erf}\frac{x_0}{\sqrt{4Dt}} ,
\label{eq:single}
\end{equation}
because the two integrals share the same upper tail. The arrival probability is therefore
\begin{equation}
P(x_0,t)=\operatorname{erfc}\frac{|x_0|}{\sqrt{4Dt}},
\label{eq:P}
\end{equation}
where the modulus covers starts on the left.

\subsection{The Poisson population}

Place $N=cL$ independent defects uniformly on $(-L/2,L/2)$. One of them has arrived with probability $M_L/L$, where $M_L=\int_{-L/2}^{L/2}P\,dx_0$. None has arrived with probability $(1-M_L/L)^N$. Its logarithm is
\begin{equation}
cL\ln\!\left(1-\frac{M_L}{L}\right)=-cM_L+O(cM_L^2/L)\;\longrightarrow\;-cM(t),
\label{eq:poisson}
\end{equation}
since $M_L$ tends to a finite limit $M$ as $L\to\infty$. At fixed density this limit turns the uniform set into the Poisson set.

By symmetry $M$ is twice the integral over $x_0>0$. With $u=x_0/\sqrt{4Dt}$ and an integration by parts,
\begin{align}
M(t)&=2\sqrt{4Dt}\int_0^\infty\operatorname{erfc}u\,du \nonumber\\
&=4\sqrt{Dt}\left\{\big[u\operatorname{erfc}u\big]_0^\infty+\frac{2}{\sqrt\pi}\int_0^\infty u\,e^{-u^2}du\right\}
=4\sqrt{\frac{Dt}{\pi}} .
\label{eq:M}
\end{align}
The boundary term vanishes and the last integral is $1/2$. Hence
\begin{equation}
S(t)=\exp\!\left[-4c\sqrt{\frac{Dt}{\pi}}\right]=e^{-\sqrt{t/\tau}},\qquad
\tau=\frac{\pi}{16c^2D}.
\label{eq:law}
\end{equation}
The second form follows from $4c\sqrt{Dt/\pi}=\sqrt{16c^2Dt/\pi}$. This is a stretched exponential with exponent $1/2$. One factor of 2 in the coefficient comes from the two sides of the line, the other from $\sqrt{4Dt}$.

\subsection{Why the decay slows down}

The relaxation rate of a dipole that is still unrelaxed is
\begin{equation}
k(t)=-\frac{d\ln S}{dt}=2c\sqrt{\frac{D}{\pi t}} .
\label{eq:hazard}
\end{equation}
The defects around such a dipole explain its decrease. Since \eqref{eq:image} is symmetric in $x$ and $x_0$, summing over starting points gives the density of defects that have not arrived as $c\operatorname{erf}(|x|/\sqrt{4Dt})$. Its slope at the dipole is $c/\sqrt{\pi Dt}$, and the inward fluxes from both sides add to $2Dc/\sqrt{\pi Dt}$, which is \eqref{eq:hazard}. Survival up to time $t$ implies a depleted zone of width about $\sqrt{4Dt}$, across which the next defect must diffuse.

The mean relaxation time follows with $t=\tau u^2$:
\begin{equation}
\int_0^\infty S\,dt=2\tau\int_0^\infty u\,e^{-u}du=2\tau .
\label{eq:mean}
\end{equation}

It is not enough to follow the defect that is nearest at $t=0$. Its distance has the density $2ce^{-2cx}$. Averaging \eqref{eq:single} over it, integrating by parts and completing the square with $\ell=\sqrt{4Dt}$ gives
\begin{align}
S_{\rm near}&=\int_0^\infty2c\,e^{-2cx}\operatorname{erf}\frac{x}{\ell}\,dx
=\frac{2}{\sqrt\pi\,\ell}\int_0^\infty e^{-2cx-x^2/\ell^2}dx \nonumber\\
&=\frac{2e^{c^2\ell^2}}{\sqrt\pi\,\ell}\int_0^\infty e^{-(x/\ell+c\ell)^2}dx
=e^{4c^2Dt}\operatorname{erfc}(2c\sqrt{Dt}) .
\label{eq:near}
\end{align}
At short times both laws start as $1-4c\sqrt{Dt/\pi}$. At long times $S_{\rm near}$ falls only as $1/(2c\sqrt{\pi Dt})$, because a single defect may wander away for very long. At $t=\tau$ it gives 0.461 instead of 0.368, and at $10\tau$ it gives 0.190 instead of 0.042. The difference is due to defects that started farther away and arrived first.

\subsection{The dielectric loss}

For a field varying as $e^{i\omega t}$, linear response gives the normalized susceptibility $\chi=\int_0^\infty(-dS/dt)e^{-i\omega t}dt$. The dipoles are taken to orient independently of each other. With $t=\tau u^2$ and $s=i\omega\tau$,
\begin{equation}
\chi=\int_0^\infty e^{-u-su^2}du .
\label{eq:chi1}
\end{equation}
Take $s$ real and positive first, and set $y=1/(2\sqrt s)$. Then $su^2+u=(\sqrt s\,u+y)^2-y^2$. The substitution $v=\sqrt s\,u+y$, with $du=2y\,dv$, gives
\begin{equation}
\chi=2y\,e^{y^2}\int_y^\infty e^{-v^2}dv=\sqrt\pi\,y\,e^{y^2}\operatorname{erfc}y .
\label{eq:chi2}
\end{equation}
Both sides are analytic for $\operatorname{Re}s>0$. The factor $e^{-u}$ keeps \eqref{eq:chi1} convergent up to the imaginary axis, so \eqref{eq:chi2} holds at $s=i\omega\tau$, with the root of positive real part.

At low frequency \eqref{eq:chi1} gives $\chi\simeq1-2i\omega\tau$, so the loss $\chi''=-\operatorname{Im}\chi$ rises as $2\omega\tau$. At high frequency $y\to0$ and $\chi\simeq\sqrt\pi\,y$. Since $i^{-1/2}=(1-i)/\sqrt2$, the loss falls as $\sqrt{\pi/8}\,(\omega\tau)^{-1/2}$. The peak is thus asymmetric, with the slower fall on the high-frequency side. Numerically it lies at $\omega\tau=0.737$ with height 0.2735. Its full width at half height is 2.19 decades, against 1.14 decades and height 0.5 for a Debye process.

\subsection{Numbers for a polar polymer}

The rough model values $c=0.05$ nm$^{-1}$ and $D=10^{-9}$ cm$^2$/s $=10^5$ nm$^2$/s at 330 K give
\begin{equation}
\tau=\frac{\pi}{16\,(0.05)^2\,(10^5)}\ \text{s}=\frac{\pi}{4000}\ \text{s}=0.785\ \text{ms}.
\label{eq:num}
\end{equation}
The mean relaxation time is 1.57 ms. The loss peak lies at $0.737/(2\pi\tau)=149$ Hz. At $t=0.01\tau=7.9\ \mu$s, \eqref{eq:law} gives $S=e^{-0.1}=0.905$, which is the early loss noted at the start: some dipoles happen to have a defect close by. During $\tau$ the diffusion reach $\sqrt{4D\tau}$ is 17.7 nm, comparable with the mean defect spacing of 20 nm.

\subsection{Corrections and limits of validity}

\paragraph{Finite hop length.} Let defects hop between sites $ka$ at rate $D/a^2$ in each direction, with a Poisson number of mean $ca$ on each site except the initially empty dipole site. The arrival probability from site $k\ge1$ obeys $\dot P_k=(D/a^2)(P_{k+1}+P_{k-1}-2P_k)$, with $P_0=1$ and $P_k(0)=0$. Its Laplace transform in the variable $\lambda$ is $e^{-qk}/\lambda$, where $4\sinh^2(q/2)=\lambda a^2/D$. Summing the geometric series over both sides,
\begin{equation}
\tilde M(\lambda)=\frac{2a}{\lambda}\,\frac{1}{e^{q}-1}=\frac a\lambda\left(\coth\frac q2-1\right)
\simeq\frac{2\sqrt D}{\lambda^{3/2}}-\frac a\lambda ,
\label{eq:hop}
\end{equation}
where the last form uses $q\simeq a\sqrt{\lambda/D}$ for small $\lambda$. Since $\lambda^{-3/2}$ is the transform of $2\sqrt{t/\pi}$, this means $M\simeq4\sqrt{Dt/\pi}-a$ for $t\gg a^2/D$. With $a=0.25$ nm, $S(\tau)$ rises from 0.368 to $e^{-1+0.0125}=0.373$. The correction weighs more at early times: at $0.01\tau$ the exponent falls from 0.1 to 0.088, and the relaxed fraction from 9.5 to 8.4 percent. The two terms of \eqref{eq:hop} give 0.0875 there; the next term of the expansion, $+a^2/(4\sqrt{\pi Dt})$ in $M$, adds 0.0005. The divergence of \eqref{eq:hazard} at $t\to0$ is also removed. Initially only the two neighbouring sites contribute, and $k(0)=2(ca)(D/a^2)=2cD/a=4\times10^4$ s$^{-1}$. The continuum law is not valid at times of the order of $a^2/D=0.6\ \mu$s or below.

A simulation tests the law with this correction. In 20\,000 Poisson populations with 0.03 walkers per site, each walker took one unit step per time unit ($D=1/2$). After 400 steps the unrelaxed fraction was 0.395, and the corrected law gives 0.396.

\paragraph{Finite defect lifetime.} Suppose each defect dies at rate $1/T_d$, while births at rate $c/T_d$ per length keep the density at $c$. Without deaths, a unit density of starting points gives arrivals at the rate $\dot M(u)=2\sqrt{D/(\pi u)}$ at age $u$. Deaths multiply this by $e^{-u/T_d}$. Defects born during $(0,t)$ can arrive at age $u$ if they were born before $t-u$, which adds the factor $(t-u)/T_d$. Births are Poisson in space and time, so $S=e^{-\mathcal N}$ with
\begin{equation}
\mathcal N=c\int_0^t\left[1+\frac{t-u}{T_d}\right]2\sqrt{\frac{D}{\pi u}}\;e^{-u/T_d}\,du .
\label{eq:life1}
\end{equation}
Set $u=T_dv^2$ and $z=\sqrt{t/T_d}$. With $\int_0^ze^{-v^2}dv=\tfrac{\sqrt\pi}2\operatorname{erf}z$ and $\int_0^zv^2e^{-v^2}dv=\tfrac{\sqrt\pi}4\operatorname{erf}z-\tfrac z2e^{-z^2}$,
\begin{align}
\mathcal N&=4c\sqrt{\frac{DT_d}{\pi}}\int_0^z(1+z^2-v^2)e^{-v^2}dv \nonumber\\
&=2c\sqrt{DT_d}\left[\left(z^2+\tfrac12\right)\operatorname{erf}z+\frac{z\,e^{-z^2}}{\sqrt\pi}\right].
\label{eq:life2}
\end{align}
For $t\ll T_d$ the integral is $z(1+z^2/3)$ to this order, so $\mathcal N\simeq4c\sqrt{Dt/\pi}\,[1+t/(3T_d)]$ and \eqref{eq:law} is recovered. For $t\gg T_d$ the exponent grows linearly, and the decay becomes exponential with rate $2c\sqrt{D/T_d}$: births refill the depleted zone. For $T_d=5$ ms this rate is 447 s$^{-1}$. At $\tau$ the exponent is 1.05 instead of 1. At $10\tau$ it is 4.61 instead of 3.16, and $S$ drops from 0.042 to 0.010. The stretched form therefore fails first in the tail.

\paragraph{Defects of finite size.} Let the defects be hard rods of length $b$ that cannot pass each other, none of them covering the dipole at $t=0$. Arrival means that the near edge of a rod touches the dipole. On each side, subtract from every edge position the lengths of the rods between it and the dipole. The rods become points, and $N$ rods on a length $L$ become $N$ points spread uniformly on $L-Nb$, with density
\begin{equation}
c'=\frac{c}{1-cb}.
\label{eq:rod}
\end{equation}
These points reflect from each other. For identical points, a reflection differs from a free passage only by an exchange of labels, which does not alter the time at which some point first reaches the origin. Equation \eqref{eq:law} therefore holds with $c'$ in place of $c$. For $b=1$ nm, $c'=0.0526$ nm$^{-1}$, and $\tau$ falls by 10 percent to 0.709 ms.

\paragraph{Chain ends.} A dipole at a reflecting chain end is reached from one side only. Its exponent is halved, and $S(\tau)=e^{-1/2}=0.607$. On a chain of contour length 500 nm, the fraction of dipoles within the reach of an end is $2(17.7)/500=7$ percent. If all of them had the end value, the average of $S(\tau)$ over the chain would rise by $0.07\,(0.607-0.368)\approx0.02$. The actual rise is only about 0.005, because the effect fades quickly with distance: solving the diffusion problem with a reflecting end gives $S(\tau)=0.390$ at 10 nm from the end, already close to 0.368. The chain carries 25 defects on average. If this number were of order one, many chains would have no defect at all, and the infinite-line result would fail.

\subsection{Comparison with a real material}

The values above are meant for the regime of poly(vinyl acetate) roughly 20 K above its glass transition. Its main loss peak there is broad and asymmetric, and can be described by a stretching exponent of roughly one half. A peak in the range from hertz to kilohertz is reasonable for that regime. This does not establish the mechanism. The defect is a hypothesis of the model, and $c$, $D$, $b$ and $T_d$ are rough choices. For permanent point defects the peak position fixes only the product $c^2D$. A finite lifetime also shifts the peak: with $T_d=5$ ms it moves from 149 to 129 Hz. Permanent defects tie the exponent to $1/2$ at every temperature, so a measured exponent that varies with temperature requires something more. A finite lifetime is one possibility, since it raises the apparent exponent. One assumption open to doubt is that defects are permanent and confined to one chain. If they leave it and are replaced within about 5 ms, \eqref{eq:life2} changes $S(10\tau)$ by a factor of four. Motion of the dipole by neighbouring chains and incomplete randomization are not sized here.

Two experimental conditions matter to different degrees. With an assumed apparent activation energy of 2 eV, a sample 1 K colder than intended has a $\tau$ about 24 percent longer than at the intended temperature, a larger change than the defect-size correction. The apparent energy grows towards the glass transition. A rough estimate with the generic constants of the Williams--Landel--Ferry equation gives 3 to 4 eV at 330 K, which would raise the shift to about 38 to 53 percent. In a measuring field of 0.01 MV/cm, a dipole of 2 debye has $\mu E/k_{\rm B}T=1.5\times10^{-3}$, so the linear response of the dipole used in \eqref{eq:chi1} is well justified.

\section*{Calculated quantities}
\begin{verbatim}
TESTS
largest error of arrival probability: 5.4e-06
swept length, D=t=1, quadrature: 2.256758
swept length, D=t=1, formula: 2.256758
lattice swept length, hop 0.02: 2.23681
walks, 100 steps: simulated 0.6379, law 0.6384
walks, 400 steps: simulated 0.3953, law 0.3956
lifetime test: lattice 3.5279, formula 3.5274
two rods: lattice 0.4460, mapped 0.4439
EXAMPLE INPUTS (rough)
temperature: 330 K
defect density c: 0.05 per nm; mean spacing 20 nm
diffusion constant D: 1.0e-09 cm2/s = 1.0e+05 nm2/s
hop length 0.25 nm; defect length 1.0 nm
defect lifetime 5.0 ms; chain length 500 nm
EXAMPLE RESULTS
relaxation time tau: 0.7854 ms = 7.854e-04 s
mean relaxation time: 1.5708 ms
diffusion reach sqrt(4 D tau): 17.72 nm
t = 0.00785 ms (0.01 tau): S = 0.90484, nearest only 0.90736
t = 0.07854 ms (0.1 tau): S = 0.72889, nearest only 0.74839
t = 0.78540 ms (1 tau): S = 0.36788, nearest only 0.46079
t = 7.85398 ms (10 tau): S = 0.04233, nearest only 0.19040
loss peak: omega tau = 0.7370, height 0.2735 of the strength
loss peak frequency: 149.3 Hz
full width at half height: 2.189 decades
Debye width: 1.144 decades; Debye height 0.5
NEGLECTED EFFECTS
hop time a^2/D: 0.625 us
initial hazard 2cD/a: 4.000e+04 per s
S(tau) with hop correction: 0.37251
finite lifetime, t = 1 tau: exponent 1.0516, S = 0.34939
finite lifetime, t = 10 tau: exponent 4.6057, S = 0.00999
late exponential rate: 447.2 per s
hard-core density: 0.05263 per nm; tau 0.7088 ms
dipoles within reach of a chain end: 7.1 %
S(tau) for a dipole at a chain end: 0.6065
mean number of defects per chain: 25
apparent activation energy: 2.0 eV
tau ratio for an error of 1 K: 1.237
dipole 2.0 debye in 0.01 MV/cm: muE/kT = 1.46e-03
\end{verbatim}
